# Linear coupling in multiphonon capture: the factor (n − S)²/S

## Two levels that can be done by hand

Take one vibrational mode of a defect. In the initial electronic state its potential is a parabola with its minimum at \(q=0\). In the final state it is the same parabola with its minimum at \(q=d\). The coordinate \(q\) is scaled so that the initial ground state has \(\langle q^2\rangle=1\), and its wave function is then \(\phi_0(q)\propto e^{-q^2/4}\). Write \(d=2\sqrt S\).

The product of the two ground-state functions is a Gaussian halfway between the minima:

\[
e^{-q^2/4}\,e^{-(q-d)^2/4}=e^{-d^2/8}\,e^{-(q-d/2)^2/2}.
\]

Its mean is \(d/2=\sqrt S\) and its variance is 1. If the electronic coupling is proportional to \(q\), the matrix element to the final level \(n=0\) is therefore the overlap times \(\sqrt S\), and the squared overlap is multiplied by \(S\).

The final level \(n=1\) has the wave function \((q-d)\,\phi_0(q-d)\). Averages over the same Gaussian give, up to a common constant,

\[
\text{overlap: }\ \langle q-d\rangle=\sqrt S-2\sqrt S=-\sqrt S,
\]
\[
\text{coupling: }\ \langle q^2-qd\rangle=(S+1)-2S=1-S.
\]

The squared ratio is \((1-S)^2/S\). For \(S=1\) the overlap with \(n=1\) is finite, yet the linear coupling cannot drive the transition, because the positive and negative parts of the integrand cancel. Both levels fit the factor \((n-S)^2/S\), which is now derived for every \(n\).

## Model and conventions

Let \(Q\) be the mass-weighted coordinate, \(\omega\) the angular frequency common to both states, and \(\Delta Q\) the distance between the minima. The Huang–Rhys factor is

\[
S=\frac{\omega\,\Delta Q^2}{2\hbar}>0 .
\]

With \(Q_i\) the initial minimum, the scaled coordinate is

\[
q=\frac{Q-Q_i}{\sqrt{\hbar/2\omega}}=a+a^\dagger ,
\]

where \(a\) lowers the initial oscillator. The scaled displacement satisfies \(d^2=2\omega\Delta Q^2/\hbar=4S\), so \(d=2\sqrt S\) as above. The initial potential \(\tfrac12\omega^2(Q-Q_i)^2\) becomes \(\hbar\omega q^2/4\).

The coupling between the electronic states is taken as \(V=W\,(Q-Q_i)\). This form arises when both electronic states are held fixed as eigenstates of the electronic Hamiltonian at \(Q_i\). The off-diagonal element then vanishes at \(Q_i\), and its first-order expansion gives \(W=\langle\psi_f|\partial H/\partial Q|\psi_i\rangle\). In energy units the coupling is \(v\,q\), with \(v=W\sqrt{\hbar/2\omega}\). This construction needs the two electronic states to be separated in energy at \(Q_i\). At \(\Delta E=S\hbar\omega\) they are degenerate there, and a coupling that vanishes at \(Q_i\) is then an assumption of the model, not a result of the choice of states (see "A constant part" below).

Let \(\Delta E\) be the energy released between the two minima. To second order in \(V\), the golden rule for a system that starts in its vibrational ground state gives the rate

\[
\Gamma=\frac{2\pi}{\hbar}\,|v|^2\sum_n|\langle n|q|0\rangle|^2\,\delta(\Delta E-n\hbar\omega).
\]

In all matrix elements the left-hand state belongs to the final oscillator and the right-hand state to the initial one. The delta function is understood to be broadened by the rest of the crystal. The task is to find \(|\langle n|q|0\rangle|^2\).

## The Poisson weight

The operator \(b\) that lowers the final oscillator obeys \(b+b^\dagger=q-2\sqrt S\). The momentum is unaffected by the displacement, so \(b-b^\dagger=a-a^\dagger\). Adding the two relations gives \(b=a-\sqrt S\).

Since \(a|0\rangle=0\) and \(\langle n|b=\sqrt{n+1}\,\langle n+1|\),

\[
0=\langle n|a|0\rangle=\langle n|b+\sqrt S|0\rangle
=\sqrt{n+1}\,\langle n+1|0\rangle+\sqrt S\,\langle n|0\rangle .
\]

Iteration from \(n=0\) gives \(\langle n|0\rangle=\langle 0|0\rangle(-\sqrt S)^n/\sqrt{n!}\). Completeness requires the squares to sum to 1, so \(|\langle0|0\rangle|^2e^{S}=1\). With the positive phase for \(\langle0|0\rangle\),

\[
\langle n|0\rangle=e^{-S/2}\frac{(-\sqrt S)^n}{\sqrt{n!}},\qquad
P_n=|\langle n|0\rangle|^2=e^{-S}\frac{S^n}{n!}.
\]

This is the weight for a coupling that does not depend on \(q\).

## The factor

Measure each vibrational Hamiltonian from its own minimum. Then

\[
\begin{aligned}
H_f&=\hbar\omega\left(b^\dagger b+\tfrac12\right)
=\hbar\omega\left[(a^\dagger-\sqrt S)(a-\sqrt S)+\tfrac12\right]\\
&=H_i+\hbar\omega\,(S-\sqrt S\,q).
\end{aligned}
\]

The quadratic terms cancel because the frequencies are equal, which leaves the coordinate itself as the difference of two Hamiltonians. Take \(H_f-H_i\) between final level \(n\) and initial level \(m\). On the left \(H_f\) gives \((n+\tfrac12)\hbar\omega\), and on the right \(H_i\) gives \((m+\tfrac12)\hbar\omega\). With \(p=n-m\),

\[
p\,\langle n|m\rangle=S\,\langle n|m\rangle-\sqrt S\,\langle n|q|m\rangle ,
\]

and therefore

\[
\boxed{\ \langle n|q|m\rangle=\frac{S-p}{\sqrt S}\,\langle n|m\rangle\ }
\]

No overlap has been divided out, so the relation also holds where an overlap vanishes. For \(m=0\) the square is

\[
|\langle n|q|0\rangle|^2=P_n\,\frac{(n-S)^2}{S},\qquad
|\langle n|Q-Q_i|0\rangle|^2=\frac{\hbar}{2\omega}\,P_n\,\frac{(n-S)^2}{S}.
\]

The normalization can be confirmed from the Poisson distribution, whose variance is \(S\): the sum over \(n\) of \(P_n(n-S)^2/S\) is 1, which equals \(\langle0|q^2|0\rangle\) as completeness demands.

An exact zero needs integer \(S\). Otherwise the nearest level lies at a distance \(\delta\le\tfrac12\) from \(S\) and keeps the factor \(\delta^2/S\). For \(S=2.5\) the levels \(n=2\) and \(n=3\) both keep 0.1.

As \(S\to0\) the weight of \(n=1\) tends to 1 and all others vanish: the coupling then creates one phonon in an undisplaced mode. For large \(S\), replace \(P_n\) near its maximum by a Gaussian of variance \(S\). With \(x=n-S\) the weight is proportional to \(x^2e^{-x^2/2S}\), which has two peaks, near \(n=S\pm\sqrt{2S}\), with the zero between them.

## Meaning: the coupling at the crossing

The potential curves cross where \(\hbar\omega q^2/4=\hbar\omega(q-d)^2/4-\Delta E\). With \(d=2\sqrt S\) and \(\Delta E=p\hbar\omega\) this reads \(0=S-\sqrt S\,q-p\), so

\[
q_c=\frac{S-p}{\sqrt S}.
\]

The boxed relation thus says that the matrix element equals the coupling evaluated at the classical crossing point times the overlap. In this model the statement is exact: the crossing point is a classical notion, but the derivation used no classical approximation.

The crossing lies at the energy \(E_b=\hbar\omega q_c^2/4\) above the initial minimum, so

\[
\frac{(p-S)^2}{S}=\frac{4E_b}{\hbar\omega}.
\]

The factor vanishes when the curves cross at the initial minimum, where the coupling is zero. It is large when the crossing is high. Constant coupling of strength \(v\) and linear coupling \(vq\) give equal rates when \(E_b=\hbar\omega/4\).

## Finite temperature

A transition from initial level \(m\) conserves energy if \(\Delta E=(n-m)\hbar\omega=p\hbar\omega\). At fixed \(\Delta E\) every initial level has the same \(p\), and hence the same factor. If \(\rho_m\) is the Boltzmann population,

\[
\sum_m\rho_m|\langle m+p|q|m\rangle|^2=\frac{(p-S)^2}{S}\,W_p,\qquad
W_p=\sum_m\rho_m|\langle m+p|m\rangle|^2 .
\]

So for one mode of equal frequencies the zero survives at every temperature.

A closed form for \(W_p\) follows from its generating function. With \(\rho\) the thermal density operator of the initial oscillator,

\[
\sum_pW_pe^{ip\theta}=\mathrm{Tr}\left[\rho\,e^{-i\theta a^\dagger a}e^{i\theta b^\dagger b}\right].
\]

Define \(D(\alpha)=\exp(\alpha a^\dagger-\alpha^*a)\). Then \(b=D(\sqrt S)\,a\,D(-\sqrt S)\), and the product of exponentials becomes

\[
D(\sqrt S e^{-i\theta})\,D(-\sqrt S)=e^{iS\sin\theta}\,D(\gamma),\qquad
\gamma=\sqrt S(e^{-i\theta}-1).
\]

The phase comes from the commutator of the two exponents. In a thermal state a linear combination of \(a\) and \(a^\dagger\) has a Gaussian distribution, so \(\langle D(\gamma)\rangle=e^{-(N+1/2)|\gamma|^2}\), with \(N=1/(e^{\hbar\omega/kT}-1)\). Since \(|\gamma|^2=2S(1-\cos\theta)\),

\[
\sum_pW_pe^{ip\theta}=\exp\left[-S(2N+1)+S(N+1)e^{i\theta}+SNe^{-i\theta}\right].
\]

The Bessel generating function \(e^{z(t+1/t)/2}=\sum_pI_p(z)t^p\), with \(z=2S\sqrt{N(N+1)}\) and \(t=e^{i\theta}\sqrt{(N+1)/N}\), then gives

\[
W_p=e^{-S(2N+1)}\left(\frac{N+1}{N}\right)^{p/2}I_p\!\left(2S\sqrt{N(N+1)}\right).
\]

## Worked example

Consider a neutral deep centre with \(\hbar\omega=20\) meV and \(S=10\), used at 300 K, where \(kT=25.85\) meV. The relaxation energy is \(S\hbar\omega=0.20\) eV, and the displacement is \(\Delta Q=\sqrt{2S\hbar/\omega}=0.20\ \mathrm{amu}^{1/2}\,\)nm. Two level depths are compared with everything else held fixed, including \(v\).

For a depth of 0.20 eV, \(n=0.20/0.020=10=S\). The crossing is at \(q_c=0\), and the linear coupling gives no transition for a carrier at rest, provided the broadening is much smaller than \(\hbar\omega\). A wider broadening admits neighbouring levels; the two nearest have the factor 0.1, and more distant ones have larger factors.

For a depth of 0.50 eV, \(n=25\) and \(q_c=(10-25)/\sqrt{10}=-4.74\). The factor is \(15^2/10=22.5\), and the crossing lies at \(22.5\times20/4=112.5\) meV. The Poisson weight \(2.93\times10^{-5}\) becomes \(6.59\times10^{-4}\).

| \(n\) | \(P_n\) | factor | linear weight |
|---|---|---|---|
| 5 | 0.0378 | 2.5 | 0.0946 |
| 9 | 0.1251 | 0.1 | 0.0125 |
| 10 | 0.1251 | 0 | 0 |
| 11 | 0.1137 | 0.1 | 0.0114 |
| 15 | 0.0347 | 2.5 | 0.0868 |
| 25 | 0.0000293 | 22.5 | 0.000659 |

The constant-coupling weight has its largest value at both \(n=9\) and \(n=10\), and the linear weight vanishes at the second of these. The linear weight peaks at \(n=6\) (0.101) and \(n=15\) (0.087), close to the large-\(S\) estimates 5.5 and 14.5.

At 300 K the occupation is \(N=0.856\). For \(p=25\) the constant-coupling weight rises to \(W_{25}=1.46\times10^{-3}\), about 50 times its zero-temperature value. The linear weight is \(22.5\,W_{25}=0.0327\), so it rises by the same ratio. For \(p=10\), \(W_{10}=0.077\) while the linear weight stays zero.

## What moves or fills the zero

**Origin of the coupling.** If the same linear coefficient multiplies \(q-d\), so that the coupling vanishes at the final minimum, subtract \(2\sqrt S\,\langle n|m\rangle\) from the boxed relation. The amplitude factor becomes \(-(S+p)/\sqrt S\) and its square \((p+S)^2/S\), which has no zero for emission. In the example it is 40 at \(n=10\) and 122.5 at \(n=25\). The origin used in code must therefore match the configuration at which the electronic states were fixed.

**A constant part.** For the coupling \(v(c+q)\) the factor is \((c+q_c)^2\). The zero moves to \(n=S+c\sqrt S\). With \(c=0.3\) the factor is 0.09 at \(n=10\) and 19.7 at \(n=25\). Redefining the electronic states as eigenstates at \(Q_i\) removes the constant part but does not restore the zero at \(p=S\). The gap at \(Q_i\) is \((p-S)\hbar\omega\), and while \(|vc|\) is small against it the new slope is \(v'=v\,(c+q_c)/q_c\), so \(v'^2q_c^2=v^2(c+q_c)^2\) is unchanged. The slope \(v'\) grows as \(p\to S\), and at \(p=S\) the redefined states are equal mixtures that no longer follow the two displaced parabolas. The zero at \(p=S\) therefore requires that the unmixed states have no coupling at \(Q_i\).

**A quadratic part.** For \(v(q+\beta q^2)\) at zero temperature, use \(q|0\rangle=|1\rangle\) and apply the boxed relation twice:

\[
\langle n|q^2|0\rangle=\langle n|q|1\rangle=\frac{S-n+1}{\sqrt S}\langle n|1\rangle
=\left(q_c+\frac1{\sqrt S}\right)q_c\,\langle n|0\rangle .
\]

The amplitude factor is \(q_c[1+\beta(q_c+1/\sqrt S)]\), so the zero at \(n=S\) survives. For \(\beta=0.05\) the factor at \(n=25\) falls from 22.5 to 13.6. This protection belongs to the initial ground state. For \(m\ge1\) and \(p=S\), the same procedure gives \(\langle n|q^2|m\rangle=-2\sqrt{m/S}\,\langle n|m-1\rangle\), which in general is not zero.

**More than one mode.** Let two modes have the same frequency, and let the coupling direction make an angle \(\theta\) with the displacement. Rotate the axes so that one mode carries the whole displacement. The coupling is then \(v(\cos\theta\,q_\parallel+\sin\theta\,q_\perp)\). The first term leads to \(n\) quanta in the parallel mode; the second leads to \(n-1\) there and one in the perpendicular mode. These final states are orthogonal, so their probabilities add. With \(P_{n-1}=P_n\,n/S\), the zero-temperature factor is

\[
\cos^2\theta\,\frac{(n-S)^2}{S}+\sin^2\theta\,\frac nS .
\]

At \(n=S\) it equals \(\sin^2\theta\). For \(\cos^2\theta=0.8\) the example gives 0.20 at \(n=10\) and 18.5 at \(n=25\).

**Unequal wells.** Let \(V_f(q)\) be the final potential measured from its own minimum. Between states of equal total energy, the difference of the two Hamiltonians gives

\[
\langle n|V_f(q)-\hbar\omega q^2/4-\Delta E|0\rangle=0 .
\]

Expand about \(q=0\). When \(\langle n|q|0\rangle=0\), the linear term drops out. The quadratic term is the small curvature difference times \(\langle n|q^2|0\rangle\), which vanishes at the zero for equal wells and so contributes only beyond first order. If cubic and higher terms are also small, the amplitude vanishes near \(\Delta E=V_f(0)\), the condition for the curves to cross at the initial minimum.

Two final wells were diagonalized in a basis of 160 initial oscillator states, with the displacement held fixed. The sign change of \(\langle n|q|0\rangle/\langle n|0\rangle\) was interpolated linearly between levels.

- A 5% lower final frequency puts it at 0.1805 eV, and \(V_f(0)=0.95^2\times0.20=0.1805\) eV. The factor is 0.025 at \(n=10\) and 28.9 at \(n=25\).
- A Morse well of depth 20 eV, steeper towards the initial minimum, has a cubic term of 10% of the quadratic one at distance \(d\). It puts the sign change at 0.221 eV, as does \(V_f(0)\). The factor is 0.09 at \(n=10\) and 11.9 at \(n=25\).

These factors compare equal \(n\), not equal released energy. Since the levels are discrete, such a well generally has a suppressed level instead of an exact zero.

**Kinetic energy of the carrier.** A free carrier with kinetic energy \(\varepsilon\) releases \(E_t+\varepsilon\), where \(E_t\) is the level depth. With a Maxwell distribution, the mean factor relative to constant coupling is

\[
\bar F=\frac{\int_0^\infty\sqrt\varepsilon\,e^{-\varepsilon/kT}\,W_p\,(p-S)^2/S\;d\varepsilon}
{\int_0^\infty\sqrt\varepsilon\,e^{-\varepsilon/kT}\,W_p\;d\varepsilon},
\qquad p=\frac{E_t+\varepsilon}{\hbar\omega}.
\]

This takes \(v\) independent of \(\varepsilon\) and continues the Bessel formula to non-integer \(p\), so it is an estimate. Numerical integration at 300 K gives 0.47 for the 0.20 eV level and 26 for the 0.50 eV level. With discrete levels the result depends on the line shape: sharp lines give 0.56 and 27, and a Gaussian broadening of standard deviation \(\hbar\omega\) gives 0.53 and 25. The mean kinetic energy is 39 meV, or 1.9 phonons, enough to carry many captures away from the zero.

## Relation to a real absorber

The phonon energy and the level depths are chosen with CdTe solar absorbers in mind. The optical phonon energy there is roughly 20 meV and the gap roughly 1.5 eV, so both depths fit within the gap. The value \(S=10\) corresponds to a displacement of 0.018 nm if one Te atom carries it all. A weakly relaxing centre has a much smaller \(S\), while strongly relaxing centres often have an effective mode softer than the optical phonon, a larger \(\Delta Q\) and \(S\), and anharmonic wells. The numbers describe no identified defect.

The low phonon energy makes the zero-temperature weight a poor guide at 300 K: at 0.50 eV it is too small by a factor of about 50. The factor 22.5 is less sensitive, and carrier motion raises it by roughly 10 to 20%, depending on the line shape. At 0.20 eV carrier motion replaces the zero by about 0.5. For the coupling \(vq\) with \(v\) independent of depth, and lines broadened by half a phonon energy or one phonon energy, the suppression becomes a broad minimum of the capture rate near 0.17 eV, because the kinetic energy adds to the energy released. This depends on where the coupling vanishes: for \(v(1+q)\) the minimum lies near 0.24 eV, and for \(v(q-d)\) there is none. The model does not predict a minimum for a real defect until its coupling has been computed.

A real crystal also has many modes of different frequencies, and they need not be aligned with the coupling. The two-mode result shows the size of one such effect but does not bound the general case. An absolute capture rate further requires a computed \(W\) and, for a charged centre, the Coulomb enhancement or suppression of the carrier density at the defect.

## Implementation

For a coupling that satisfies the stated conditions, multiply \(P_n\), or \(W_p\) at finite temperature, by \((p-S)^2/S\) and by \(|v|^2\). Forming the matrix element as \((S-p)\langle n|m\rangle/\sqrt S\) avoids division by small overlaps.

A useful control is the sum over all \(p\), including negative \(p\) at finite temperature. The generating function describes the difference of two independent Poisson numbers with means \(S(N+1)\) and \(SN\). The mean of \(p\) is therefore \(S\) and its variance \(S(2N+1)\), so the linear weights must sum to \(2N+1=\langle q^2\rangle\). A different sum points to a wrong coordinate scale, a wrong origin or a truncated range of \(p\).
